# Emission at Fixed Unequal Rates: Why Retention Noise Is Sub-Binomial

## A spread that is too small

A model memory cell starts with 100 trapped electrons. After a bake, on average 82.8 remain. If every electron had the same chance 0.828 of staying, the number remaining would have the binomial variance $100\times0.828\times0.172=14.2$. Electrons that leave independently, but from traps of different depth, give a variance of 5.4.

No interaction between the electrons is needed for this reduction. It follows from the inequality of their rates, provided that the same set of rates applies each time the experiment is repeated.

## The model and the average

At $t=0$ the cell holds $M$ electrons, labelled $i=1,\dots,M$. Three assumptions are made:

1. Electron $i$ leaves with a constant probability per unit time $e_i$.
2. The departures are independent, and no electron returns.
3. The rates are the same in every repetition. Means and variances refer to repetitions of filling the same traps and waiting for the same time $t$.

The third assumption describes one cell measured many times. Many cells, each with its own traps, are a different ensemble, treated below.

Let $p_i(t)$ be the probability that electron $i$ is still trapped. To be present at $t+dt$ it must be present at $t$ and not leave during $dt$:

$$p_i(t+dt)=p_i(t)\,(1-e_i\,dt).$$

Hence $dp_i/dt=-e_ip_i$. With $p_i(0)=1$,

$$p_i(t)=e^{-e_it}.$$

Let $X_i=1$ if electron $i$ remains and $X_i=0$ if it has left. The number remaining and the mean survival are

$$N=\sum_{i=1}^M X_i,\qquad \bar p=\frac1M\sum_{i=1}^M p_i .$$

Since $\langle X_i\rangle=1\cdot p_i+0\cdot(1-p_i)=p_i$, the mean number remaining is $\langle N\rangle=M\bar p$.

The comparison distribution is that of $M$ independent electrons which all survive with probability $\bar p$. Its mean is also $M\bar p$, and its variance is $M\bar p(1-\bar p)$. The comparison is made separately at each time: $\bar p(t)$ is a sum of different exponentials and in general does not correspond to one constant rate.

## The variance

Because $X_i$ takes only the values 0 and 1, $X_i^2=X_i$. Therefore

$$\operatorname{Var}X_i=\langle X_i^2\rangle-\langle X_i\rangle^2=p_i-p_i^2=p_i(1-p_i).$$

For the sum, expand the square of the deviation from the mean:

$$\operatorname{Var}N=\Big\langle\Big[\sum_i(X_i-p_i)\Big]^2\Big\rangle
=\sum_i\operatorname{Var}X_i+\sum_{i\ne j}\big(\langle X_iX_j\rangle-p_ip_j\big).$$

Independence gives $\langle X_iX_j\rangle=p_ip_j$ for $i\ne j$, so the second sum vanishes and

$$\operatorname{Var}N=\sum_i p_i(1-p_i)=M\bar p-\sum_i p_i^2. \tag{1}$$

Now write $p_i=\bar p+d_i$. The definition of $\bar p$ makes $\sum_i d_i=0$, so the cross term drops out of the sum of squares:

$$\sum_i p_i^2=\sum_i(\bar p^2+2\bar p\,d_i+d_i^2)=M\bar p^2+\sum_i d_i^2 .$$

Inserting this in (1) gives

$$\boxed{\operatorname{Var}N=M\bar p(1-\bar p)-\sum_i(p_i-\bar p)^2\le M\bar p(1-\bar p).} \tag{2}$$

The subtracted sum, called the deficit here, is a sum of squares and cannot be negative. It vanishes when all $p_i$ are equal. For $t>0$ the function $e^{-et}$ takes different values at different $e$, so equality then requires equal rates. At $t=0$ both variances are zero.

The number lost, $M-N$, has the same variance as $N$, so the bound applies equally to the loss.

## Five traps by hand

Take rates 0.1, 0.3, 0.8, 1.5 and 3.0 s$^{-1}$, and $t=1$ s.

| $p_i$ | $p_i(1-p_i)$ | $(p_i-\bar p)^2$ |
|---|---|---|
| 0.9048 | 0.0861 | 0.1860 |
| 0.7408 | 0.1920 | 0.0714 |
| 0.4493 | 0.2474 | 0.0006 |
| 0.2231 | 0.1733 | 0.0627 |
| 0.0498 | 0.0473 | 0.1796 |

The mean number is 2.3679, so $\bar p=0.4736$. The second column adds up to 0.746 and the third to 0.500. The binomial variance is $2.3679\times(1-0.4736)=1.2465$, and $1.2465-0.5003=0.7462$, as (2) requires.

The same variance follows without (1) or (2). Five traps have 32 occupation states, and the emission rates determine how probability flows between them. Solving these 32 coupled equations and taking the variance of the electron number gives 0.7462.

The table also shows the mechanism. The function $p(1-p)$ is largest at $p=1/2$ and vanishes at 0 and 1. The first and last electrons have nearly settled fates and contribute little noise. The binomial comparison replaces all five by electrons with survival 0.47, close to the noisiest value.

## Short and long times

When $e_it\ll1$ for every trap, $p_i=1-e_it+O(t^2)$. With $\bar e=\sum_ie_i/M$, subtracting the average gives $p_i-\bar p=-(e_i-\bar e)t+O(t^2)$, and

$$\sum_i(p_i-\bar p)^2=t^2\sum_i(e_i-\bar e)^2+O(t^3).$$

The binomial variance begins earlier, as $M\bar e\,t$. To first order in $t$ the ratio of the variances is therefore

$$\frac{\operatorname{Var}N}{M\bar p(1-\bar p)}\simeq1-t\,\frac{\sum_i(e_i-\bar e)^2}{M\bar e}.$$

The first losses hardly reveal the spread of rates. For the five traps $\sum_i(e_i-\bar e)^2=5.492$ s$^{-2}$. The 32-state calculation at $t=10^{-4}$ s gives 5.490 s$^{-2}$ for the deficit divided by $t^2$.

At very long times the slowest traps dominate. Suppose that $r$ traps share the lowest rate and have survival $p_s\ll1$, while the others are empty. Then $M\bar p=rp_s$, and the deficit is

$$\sum_i p_i^2-M\bar p^2=rp_s^2-\frac{r^2p_s^2}{M}.$$

This is second order in $p_s$, whereas the binomial variance is $rp_s$ to first order. The ratio returns to one. The reduction is thus an effect of intermediate times. It is large when some electrons are nearly sure to have left and others nearly sure to have stayed.

## Uncertain filling

Suppose that trap $i$ is filled at the start with probability $f_i$, independently of the other traps. An electron is found there at time $t$ if the trap was filled and the electron stayed, which has probability $q_i=f_ip_i$. The indicators are still independent, so the derivation holds with $q_i$ in place of $p_i$:

$$\operatorname{Var}N=M\bar q(1-\bar q)-\sum_i(q_i-\bar q)^2 .$$

Here $M$ counts traps, and equality requires equal products $f_ip_i$, not equal rates. With fillings 0.9, 0.5, 0.7, 1.0 and 0.8 in the five traps, the variance is 0.8116 and the binomial value 1.1411. If the fillings are correlated, for instance through a programming pulse of varying strength, the covariances in $\operatorname{Var}N$ do not vanish and the bound is no longer guaranteed.

## A charge-trap cell

The main example is a planar cell of 30 nm by 30 nm with a 6 nm nitride layer. Every thermally emitted electron is counted as lost. This is a strong assumption, which an intact oxide would not satisfy, as the paragraph on recapture below shows. Electron $i$ has depth $E_i$ below the conduction band and the thermal emission rate

$$e_i=\nu\,e^{-E_i/kT},\qquad \nu=10^{13}\ \text{s}^{-1}.$$

The 100 depths are fixed at evenly spaced quantiles of a Gaussian with mean 1.70 eV and standard deviation $s=0.12$ eV. They run from 1.391 to 2.009 eV. The bake lasts $3.6\times10^5$ s at 423 K, where $kT=0.03645$ eV.

Define $E^*$ as the depth at which $e_it=1$, so that the survival is $1/e$:

$$E^*=kT\ln(\nu t)=0.03645\times\ln(3.6\times10^{18})\ \text{eV}=1.557\ \text{eV}.$$

Since $\nu t=e^{E^*/kT}$, the survival becomes

$$p(E)=\exp\!\left[-e^{-(E-E^*)/kT}\right].$$

It rises from nearly 0 to nearly 1 over a few $kT$ around $E^*$. In this cell 33 traps have survival between 0.05 and 0.95. The other 67 are nearly decided. The sums give:

- mean number remaining: 82.83;
- binomial variance: 14.22;
- deficit: 8.84;
- variance: $14.22-8.84=5.38$, or 0.38 of the binomial value.

### An estimate of the variance

Let $n(E)$ be the number of traps per unit depth, and replace the sum in (1) by an integral. Put $x=(E-E^*)/kT$ and $u=e^{-x}$, so that $p=e^{-u}$ and $dE=-kT\,du/u$. The minus sign reverses the limits. If $n$ varies slowly over $kT$, then $n(E)\simeq n(E^*)+n'(E^*)\,kT\,x$ with $x=-\ln u$, and

$$\operatorname{Var}N\simeq kT\int_0^\infty\!\big[n(E^*)-n'(E^*)\,kT\ln u\big]\,(e^{-u}-e^{-2u})\,\frac{du}{u}.$$

Both integrals follow from one function, defined for $a>0$:

$$I(a)=\int_0^\infty u^{a-1}(e^{-u}-e^{-2u})\,du=\Gamma(a)\,(1-2^{-a}).$$

For small $a$, $\Gamma(a)=1/a-\gamma+O(a)$ with $\gamma=0.577$, and $1-2^{-a}=a\ln2-\tfrac12a^2\ln^22+O(a^3)$. Multiplying the two,

$$I(a)=\ln2-a\left(\gamma\ln2+\tfrac12\ln^22\right)+O(a^2).$$

The constant term is the integral without the logarithm. The coefficient of $a$ is the integral with $\ln u$. Hence

$$\operatorname{Var}N\simeq n(E^*)\,kT\ln2\left[1+kT\,\frac{n'(E^*)}{n(E^*)}\left(\gamma+\tfrac12\ln2\right)\right].$$

For the Gaussian, with the unrounded $E^*$, $n(E^*)=164$ eV$^{-1}$ and $n'/n=(1.70-1.557)/0.12^2=9.9$ eV$^{-1}$. The leading term is $164\times0.03645\times0.693=4.1$. The bracket is 1.33, and the result is 5.5, close to the full sum 5.38. The noise comes mainly from the traps within a few $kT$ of $E^*$. The correction is positive because the weight $p(1-p)$ is centred about $0.92\,kT$ deeper than $E^*$, where the trap density is higher.

### Threshold voltage

Place one electron in the middle of the nitride, below a blocking oxide of thickness $d_b=8$ nm. In a parallel-plate estimate it shifts the threshold by

$$\Delta V=\frac{q}{\varepsilon_0A}\left(\frac{d_b}{\varepsilon_{ox}}+\frac{d_n}{2\varepsilon_n}\right)\approx49\ \text{mV},$$

where $q$ is the elementary charge, $A$ the cell area, $d_n=6$ nm, $\varepsilon_{ox}=3.9$ and $\varepsilon_n=7.5$. The standard deviation of 2.32 electrons becomes about 0.11 V. The binomial value of 3.77 electrons would be about 0.19 V. Fringing fields are left out. They matter here, because the layers together are not thin compared with the cell width, so these voltages are rough.

## Many cells instead of one

Now let each cell have its own depths, drawn independently from the same Gaussian. Denote averages over the depths by $E[\cdot]$. An electron in a randomly drawn trap survives with probability $P=E[p]$, and different electrons remain independent. All $X_i$ then have the same distribution, so $N$ is exactly binomial:

$$\operatorname{Var}N=MP(1-P).$$

This does not contradict (2), because the ensemble has changed. The variance splits into a part within cells and a part between them:

$$\operatorname{Var}N=E\big[\operatorname{Var}(N|\text{rates})\big]+\operatorname{Var}\big(E[N|\text{rates}]\big).$$

To see this, write the deviation of $N$ from its overall mean as $(N-E[N|\text{rates}])$ plus the deviation of $E[N|\text{rates}]$ from that mean. For given rates the first part averages to zero, so the cross term vanishes on squaring.

Here the first term is $M E[p(1-p)]$ and the second is $M(E[p^2]-P^2)$. They add up to $MP(1-P)$. In a simulation of 40,000 cells they are 5.38 and 8.84. The sum is the binomial value 14.22, and the directly simulated variance is 14.38, with a sampling error of about 0.1. The variation between cells restores what the fixed set lacked.

As long as the electrons do not influence each other, a single bake of many such cells therefore shows no sub-binomial spread. The reduction appears in full when the same cell is baked repeatedly and the same traps are filled each time. If the cell has spare traps and each refill occupies a different selection of them, the set of rates changes between runs and part of the lost variance returns.

## A disturbance shared by all traps

If the bake temperature varies from run to run, all rates in a cell rise or fall together. At a given temperature the electrons are independent, but over the runs they are correlated. The variance of the conditional mean is then added to the noise, and the bound can fail.

For Gaussian temperature errors, with the depths held fixed:

| Standard deviation | Variance | Binomial, same mean |
|---|---|---|
| 2 K | 7.5 | 14 |
| 10 K | 60 | 15 |

The two variances are equal at an error of 4.1 K. In this cell, without feedback between the electrons, a variance below the binomial value therefore requires a temperature error below about 4 K as well as unequal rates.

## What the cell model neglects

**Field feedback.** Trapped charge produces a field that can help electrons out. If half of its flux leaves through each face, the field at the nitride face is

$$F=\frac{qM}{2\varepsilon_n\varepsilon_0A}=1.34\ \text{MV/cm}.$$

The traps are taken to be neutral when empty, with a well radius of 1 nm. The barrier lowering is then $F$ times this radius, or 0.134 eV at full charge. This face value is used for every trap. For evenly spread charge the field inside the layer is weaker, so in this smooth picture the estimate exaggerates the feedback. The uneven local fields of individual electrons are left out. Let the depths $E_i$ already include this lowering. With $n$ electrons left, the field is smaller by the factor $n/M$, and every rate is multiplied by

$$g(n)=\exp\!\left[-\frac{0.134\ \text{eV}}{kT}\left(1-\frac nM\right)\right].$$

A simulation with this factor gives a mean of 85.3 and a variance of 3.9, which is 0.31 of the binomial value at that mean. An early excess of losses slows the later ones, which narrows the distribution further. The electrons are no longer independent, so (2) does not cover this case. A feedback of the opposite sign would have to be examined separately.

The equal division of flux is a simplification. With gate and channel at the same potential, the thinner 5 nm tunnel oxide side takes 59% of it, and the face field there becomes 1.6 MV/cm.

**Tunnelling.** A trap at the oxide interface with depth $E^*$ faces a barrier of $1.557+1.05=2.61$ eV, where 1.05 eV is a rough band offset. For half the free electron mass and an oxide field of 2.58 MV/cm, the semiclassical exponent is

$$S=\frac2\hbar\int_0^{5\,\text{nm}}\!\sqrt{2m(2.61\ \text{eV}-qF_{ox}x)}\,dx=50.5 .$$

The chance of escape during the bake is $\nu t\,e^{-S}=4\times10^{-4}$. The unequal division of flux would raise it to about $2\times10^{-3}$, still small beside thermal emission at this depth. The oxide field is well below a rough breakdown field of 10 MV/cm.

**Recapture.** An emitted electron must first drift through the nitride past empty traps. Its path is longer than the layer thickness by the ratio of thermal speed $v$ to drift speed $\mu F$, so its chance of capture is about $\sigma n_sv/(\mu F)$. With a cross-section $\sigma=10^{-15}$ cm$^2$, a mobility $\mu=1$ cm$^2$/Vs and an empty-trap density $n_s=1.1\times10^{13}$ cm$^{-2}$, all rough, this is 0.15. If each of the 17.2 lost electrons had one such chance and stayed where it was caught, about 2.6 more would remain. Independent recapture changes the $p_i$ but leaves the proof intact. Competition for the same empty traps would introduce correlations.

This estimate ends at the oxide, where an electron at the bottom of the nitride conduction band still meets the offset of 1.05 eV. In the oxide field of 2.58 MV/cm the barrier is a triangle, and the exponent is

$$S=\frac{4\sqrt{2m}\,(1.05\ \text{eV})^{3/2}}{3\hbar qF_{ox}}\approx20 .$$

Each attempt then succeeds with a probability of about $2\times10^{-9}$. Even $10^{14}$ attempts per second give only about $2\times10^5$ escapes per second, whereas the capture rate $\sigma vn_s/d_n$ is about $3\times10^{11}$ per second. On this estimate an emitted electron is recaptured more than a million times for each escape. Even if every trap stayed full, the 100 traps together would emit only about 170 times during the bake, so an intact oxide would hold back nearly all the charge. Thermal energy and the unequal division of flux, which both raise the escape rate, are left out of this estimate. With both included, by averaging $e^{-S}$ over a Boltzmann distribution of energies in the stronger field, the probability per attempt rises to about $2\times10^{-7}$. About $10^4$ recaptures per escape remain, still far more than 170. The numbers for this cell apply only if emitted electrons find a much faster way out, such as a leakage path through oxide defects.

**Temperature of use.** At 328 K for ten years ($3.16\times10^8$ s), thermal emission alone, again counted as loss, leaves 98.8 electrons on average. The variance is 0.61 and the binomial value 1.20. The ratio is 0.51, against 0.38 for the bake. This value is fragile, because only the shallowest few traps are undecided here, with survivals 0.26, 0.79 and 0.91. Placing the depths at the quantiles $i/(M+1)$ instead of $(i-\tfrac12)/M$ moves it to 0.78, while the bake ratio moves only to 0.39. Tunnelling is left out of these numbers, although $\nu t$ is now almost 900 times larger. For an interface trap of depth 1.557 eV, $\nu t\,e^{-S}$ rises to about 0.4 with equal division of the flux and to about 2 with the unequal division, so traps close to the oxide can lose charge in this way.

## Beside a real device

The parameters are rough values in the regime of silicon-nitride flash memory: layers of several nanometres, about $10^{13}$ electrons per cm$^2$, and trap depths between one and two electronvolts. The loss mechanism is simplified, since every emitted electron is assumed to leave, so the 17 electrons lost in the bake are not a prediction for such a device. The full charge corresponds to a threshold shift of 4.9 V. The planar 30 nm cell is small. A cell with a larger trapping area holds more electrons at the same density, and one electron then shifts its threshold less. In an array of different cells, the assumption of a common set of traps fails. With independently drawn depths, this alone moves the variance ratio from 0.38 to 1. For a fixed set of traps, field feedback lowers the ratio to 0.31 in the estimate above, and a shared temperature error of 10 K raises it to about 4. The numerical output below lists the inputs and results.

## Numbers as computed

```
FIVE TRAPS
rates (1/s): [0.1 0.3 0.8 1.5 3. ]  time (s): 1.0
survival p_i: [0.9048 0.7408 0.4493 0.2231 0.0498]
mean number remaining: 2.3679
variance, master equation: 0.7462
binomial variance: 1.2465
deficit sum (p_i-pbar)^2: 0.5003
short-time deficit/t^2 (1/s^2): 5.490
sum (e_i-mean e)^2 (1/s^2): 5.492
random filling f_i: [0.9 0.5 0.7 1.  0.8]
random filling, variance: 0.8116
random filling, binomial: 1.1411
CHARGE-TRAP CELL
electrons: 100, cell width (nm): 30
nitride, tunnel, blocking layer (nm): 6, 5, 8
permittivities nitride, oxide: 7.5, 3.9
depth mean, standard deviation (eV): 1.70, 0.12
shallowest, deepest trap (eV): 1.391, 2.009
attempt rate (1/s): 1.0e+13
bake temperature (K): 423, time (s): 3.60e+05
kT (eV): 0.03645
depth with survival 1/e (eV): 1.557
traps with survival 0.05 to 0.95: 33
mean number remaining: 82.83
variance: 5.384, binomial: 14.223
deficit: 8.838, variance ratio: 0.379
standard deviation: 2.320, binomial: 3.771
threshold step per electron (mV): 49.3
threshold spread (mV): 114, binomial: 186
DEPTHS REDRAWN FOR EACH CELL
simulated cells: 40000, population survival: 0.8283
simulated variance: 14.38, binomial: 14.22
part within cells: 5.38, between cells: 8.84
NEGLECTED EFFECTS
nitride face field (MV/cm): 1.34
well radius (nm): 1.0, lowering (eV): 0.134
feedback: mean 85.31, variance 3.87
feedback: variance/binomial 0.309
oxide field (MV/cm): 2.58, rough breakdown: 10
band offset (eV): 1.05, mass ratio: 0.5
tunnel barrier (eV): 2.61, WKB exponent: 50.5
tunnelling chance during bake: 4.1e-04
capture cross-section (cm2): 1e-15, mobility (cm2/Vs): 1
empty-trap sheet density, set equal to filled (cm-2): 1.11e+13
recapture estimate per emitted electron: 0.15
shared error 2 K: variance 7.54, binomial 14.25
shared error 10 K: variance 60.33, binomial 14.84
shared error reaching binomial variance (K): 4.07
use temperature (K): 328, time (s): 3.156e+08
use: mean 98.78, variance 0.614, binomial 1.203
```
